# Square-Root Growth of a Stress Void in a Confined Metal Line

**Void growth fed by relaxing tension**

A calculation of stress voiding in an interconnect must decide how much of the line to include, and how to carry a void size from one time to another. If the far end has not yet influenced the void, the line may be treated as endless and the void volume scaled as the square root of time. If it has, that scaling predicts too large a void, eventually larger than the line can supply. The solution below gives the law, its prefactor and the times between which it may be used.

**Model and sign conventions**

A passivated line of length $L$ and cross-section $A$ carries no current. Its hydrostatic stress $\sigma$ is counted positive in tension and starts at the uniform value $\sigma_0>0$. At $t=0$ a void already exists at $x=0$; its nucleation is not treated. The end $x=L$ blocks atoms. The length $V/A$, with $V$ the void volume grown since $t=0$, is called the void length.

An atom inserted where the metal is under tension lets that tension do work $\Omega\sigma$, with $\Omega$ the atomic volume. Its chemical potential is therefore $\mu=\mu_0-\Omega\sigma$. With effective atomic diffusivity $D$ and $C\simeq1/\Omega$ atoms per volume, the flux toward positive $x$ is

$$J=-\frac{DC}{kT}\frac{\partial\mu}{\partial x}=\frac{D}{kT}\frac{\partial\sigma}{\partial x}. \tag{1}$$

Atoms move toward higher tension. Since the void surface is nearly stress-free, they leave it and enter the line.

The surroundings hold the outer volume of the line nearly fixed, so removing atoms raises the tension:

$$\frac{dC}{C}=-\frac{d\sigma}{B}. \tag{2}$$

The effective modulus $B$ includes the compliance of the surroundings. For $\sigma_0\ll B$, (2) gives $\partial C/\partial t=-(1/\Omega B)\,\partial\sigma/\partial t$. Inserting this and (1) into atom conservation, $\partial C/\partial t=-\partial J/\partial x$, yields

$$\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad \kappa=\frac{DB\Omega}{kT}, \tag{3}$$

for constant $D$. The conditions are

$$\sigma(x,0)=\sigma_0,\quad \sigma(0,t)=0,\quad \left.\frac{\partial\sigma}{\partial x}\right|_{L}=0. \tag{4}$$

Each atom leaving the void surface adds $\Omega$ to the void:

$$\frac{dV}{dt}=A\Omega J(0,t)=\frac{A\kappa}{B}\left.\frac{\partial\sigma}{\partial x}\right|_{0}. \tag{5}$$

Integrating (3) over the line gives $\frac{d}{dt}\int_0^L\sigma\,dx=-\kappa\,\partial_x\sigma|_0$, because the gradient at $L$ vanishes. Comparison with (5) gives

$$V=\frac AB\int_0^L(\sigma_0-\sigma)\,dx,\qquad V_\infty=\frac{AL\sigma_0}{B}. \tag{6}$$

The void volume measures the tension already relaxed. Growth stops when none is left.

**Solution by Laplace transform**

Let a hat denote the transform in time, and let $q=\sqrt{s/\kappa}$. Equation (3) becomes $\kappa\hat\sigma''-s\hat\sigma=-\sigma_0$. A particular solution is $\sigma_0/s$; the homogeneous solution with zero slope at $L$ is $\cosh q(L-x)$. Choosing its coefficient so that $\hat\sigma(0)=0$,

$$\hat\sigma=\frac{\sigma_0}{s}\left[1-\frac{\cosh q(L-x)}{\cosh qL}\right],\qquad \hat\sigma'(0)=\frac{\sigma_0q}{s}\tanh qL. \tag{7}$$

Since $V(0)=0$, the transform of (5) is $s\hat V=(A\kappa/B)\hat\sigma'(0)$, so

$$\hat V=\frac{A\sigma_0}{B}\sqrt\kappa\,s^{-3/2}\tanh(qL). \tag{8}$$

To invert this, consider for $a\ge0$

$$F(a)=\int_0^\infty e^{-st}\frac{e^{-a^2/4t}}{\sqrt{\pi t}}\,dt=\frac{2}{\sqrt\pi}\int_0^\infty e^{-su^2-a^2/4u^2}\,du,$$

where $t=u^2$. Differentiation with respect to $a$ brings down $-a/(2u^2)$. The substitution $u=a/(2\sqrt s\,v)$ exchanges the two terms in the exponent and turns $(a/2u^2)\,du$ into $\sqrt s\,dv$ after the limits are reversed. Thus $F'=-\sqrt s\,F$. With the Gaussian integral $F(0)=1/\sqrt s$,

$$\frac{e^{-a\sqrt s}}{\sqrt s}\;\leftrightarrow\;\frac{e^{-a^2/4t}}{\sqrt{\pi t}}. \tag{9}$$

Integrating both sides over the parameter from $a$ to infinity, once and then again, gives

$$\frac{e^{-a\sqrt s}}{s}\leftrightarrow\operatorname{erfc}\frac{a}{2\sqrt t},\qquad \frac{e^{-a\sqrt s}}{s^{3/2}}\leftrightarrow2\sqrt t\,\operatorname{ierfc}\frac{a}{2\sqrt t}, \tag{10}$$

where $\operatorname{ierfc}z=\int_z^\infty\operatorname{erfc}y\,dy=e^{-z^2}/\sqrt\pi-z\operatorname{erfc}z$.

Next expand the hyperbolic tangent as a geometric series:

$$\tanh qL=\frac{1-e^{-2qL}}{1+e^{-2qL}}=1+2\sum_{n=1}^{\infty}(-1)^ne^{-2nqL}. \tag{11}$$

The $n$th exponential has $a=2nL/\sqrt\kappa$. Using (10) term by term in (8), with $\operatorname{ierfc}0=1/\sqrt\pi$,

$$V=\frac{2A\sigma_0}{B}\sqrt{\kappa t}\left[\frac1{\sqrt\pi}+2\sum_{n=1}^{\infty}(-1)^n\operatorname{ierfc}\frac{nL}{\sqrt{\kappa t}}\right]. \tag{12}$$

For $\kappa t\ll L^2$ the sum is negligible, leaving

$$\boxed{V\simeq\frac{2A\sigma_0}{B}\sqrt{\frac{\kappa t}{\pi}}=2A\sigma_0\sqrt{\frac{D\Omega t}{\pi kTB}}.} \tag{13}$$

The terms in the sum alternate in sign and decrease in size, so the sum lies between its first term and zero. Hence (13) never falls below (12), and its excess, relative to (13), is at most $2\sqrt\pi\,\operatorname{ierfc}(L/\sqrt{\kappa t})$.

At fixed $\sigma_0$, $D$, $T$ and $t$, the early volume varies as $B^{-1/2}$. A stiffer confinement spreads the relaxation farther, since $\kappa\propto B$, but each relaxed length releases less volume, in proportion to $1/B$. The first effect enters under a square root and the second does not. This comparison does not by itself rank dielectrics, because a softer one generally lowers the thermal tension $\sigma_0$ as well as $B$.

**The stress profile and the far end**

The profile shows why the void is slow to notice the blocked end. In (7),

$$\frac{\cosh q(L-x)}{\cosh qL}=\frac{e^{-qx}+e^{-q(2L-x)}}{1+e^{-2qL}}.$$

For $\kappa t\ll L^2$ it is enough to keep the first two exponentials. Inverting with (10),

$$\sigma\simeq\sigma_0\left[\operatorname{erf}\frac{x}{2\sqrt{\kappa t}}-\operatorname{erfc}\frac{2L-x}{2\sqrt{\kappa t}}\right]. \tag{14}$$

The first term belongs to an endless line. Its gradient at the void is $\sigma_0/\sqrt{\pi\kappa t}$, and integrating this in (5) returns (13). The second term is the reflection from the blocked end. At the void it is cancelled by the next reflection, omitted here, so (14) should not be used near the void once the second term matters there. At $x=L$ it doubles the small stress drop, while its effect on the void requires diffusion over the return path as well.

**Late growth**

At late times standing waves are more convenient. The functions $\sin k_nx$ with $k_n=(2n+1)\pi/2L$, $n=0,1,\dots$, satisfy both end conditions. The coefficient of the initial stress is $(2\sigma_0/L)\int_0^L\sin k_nx\,dx=2\sigma_0/(Lk_n)$, because $\cos k_nL=0$. Integrating each wave over the line gives another factor $1/k_n$, and (6) becomes

$$\frac{V}{V_\infty}=1-\sum_{n=0}^{\infty}\frac{8}{(2n+1)^2\pi^2}\exp\left[-\frac{(2n+1)^2\pi^2\kappa t}{4L^2}\right]. \tag{15}$$

The final approach is exponential, with time constant $4L^2/(\pi^2\kappa)$.

**The very first growth**

Equation (13) also has a lower time limit. Atoms leaving a small void do not enter the whole cross-section evenly, so their flow must spread out near it. Represent this by an extra path of fixed length $\ell$, which stores no atoms. Its length depends on the void's size: it is a fraction of the line width when the void opening covers about half the width and half the thickness, longer for a smaller opening, and zero once the void spans the cross-section. A fixed $\ell$ is therefore only a simple estimate for a growing void. These sizes assume diffusion uniform over the cross-section. In real copper at these temperatures atoms move mainly along interfaces and grain boundaries, so $\ell$ also depends on whether the void touches such a path. The condition at the void becomes $\sigma(0,t)=\ell\,\partial_x\sigma|_0$.

For an endless line, $\hat\sigma=\sigma_0/s-b\,e^{-qx}$. The new condition gives $b=\sigma_0/[s(1+\ell q)]$. With $p=\sqrt s$ and $r=\sqrt\kappa/\ell$, (5) then gives

$$\frac{\hat V}{A}=\frac{\sigma_0\sqrt\kappa}{B}\frac{r}{p^3(p+r)}=\frac{\sigma_0\sqrt\kappa}{B}\left\{\frac1{p^3}-\frac1r\left[\frac1{p^2}-\frac1{p(p+r)}\right]\right\}. \tag{16}$$

The last fraction is $\int_0^\infty e^{-rb'}e^{-b'p}/p\,db'$. By (9) its inverse is $\int_0^\infty e^{-rb'-b'^2/4t}/\sqrt{\pi t}\,db'$, which equals $e^{r^2t}\operatorname{erfc}(r\sqrt t)$ after completing the square. Therefore

$$\frac VA=\frac{\sigma_0}{B}\left[2\sqrt{\frac{\kappa t}{\pi}}-\ell\left(1-e^{\kappa t/\ell^2}\operatorname{erfc}\frac{\sqrt{\kappa t}}{\ell}\right)\right]. \tag{17}$$

For $y=\sqrt{\kappa t}/\ell\ll1$, $e^{y^2}\operatorname{erfc}y=1-2y/\sqrt\pi+y^2+\dots$, and (17) reduces to $V/A\simeq\sigma_0\kappa t/(B\ell)$. In this estimate the earliest growth is linear, because the extra path stores no atoms. In a real line the metal around the opening also takes up atoms, so the void at first grows faster than (17) gives. Equation (17) should be used only once $\sqrt{\kappa t}$ has reached about the line width, and a linear stage can then appear only if $\ell$ is much longer than that width. The square-root regime is $\ell^2/\kappa\ll t\ll L^2/\kappa$. It is entered gradually: the length deficit tends to the constant $\sigma_0\ell/B$, so the relative deficit falls only as $t^{-1/2}$.

**A copper line at 473 K**

Take rough typical values for a copper damascene line in silicon oxide: $L=50$ µm, width 200 nm, thickness 300 nm, $\sigma_0=250$ MPa, $B=30$ GPa, $D=10^{-14}$ cm²/s and $\Omega=0.0118$ nm³. Then $B\Omega=2.21$ eV and $kT=0.04076$ eV, so

$$\kappa=10^{-14}\times\frac{2.21}{0.04076}=5.42\times10^{-13}\ \text{cm}^2/\text{s}.$$

After 1000 h, $\sqrt{\kappa t}=13.97$ µm. With $\sigma_0/B=0.00833$, (13) gives

$$\frac VA=\frac{2(0.00833)(13.97\ \text{µm})}{\sqrt\pi}=0.131\ \text{µm}=131\ \text{nm}.$$

Multiplication by the cross-section, 0.060 µm², gives $V=0.0079$ µm³. The void length equals the line width at $t=\pi w^2B^2/(4\kappa\sigma_0^2)$, with $w$ the width, or about 2320 h.

At 10 000 h, (13) gives 415 nm while the full solution gives 367 nm; the final length is 417 nm. The early law is 1% above the full solution at 4080 h, when 63% of the final volume has formed. The square root therefore covers more than half of the growth in this model.

An independent calculation divided the line into 400 cells, moved atoms according to chemical-potential differences, and counted those lost by the void surface. It gave 41.4, 130.8 and 365.9 nm at 100, 1000 and 10 000 h, about 0.4% below (12). This offset has a known source. The cells used the integrated form of (2), $C\propto e^{-\sigma/B}$, for which the flux is $-\kappa\,\partial C/\partial x$. The relaxed volume then scales with $1-e^{-\sigma_0/B}$ instead of $\sigma_0/B$, a relative reduction of nearly $\sigma_0/2B=0.42\%$. The growth exponent was 0.500 between 100 and 1000 h and fell to 0.447 over the next decade of time. Quadrupling $B$ at fixed tension changed the 100 h void length by a factor 0.502.

In the cell next to the blocked end at 1000 h, the endless-line profile gives 247.1 MPa. Both (14) and the atom count give 244.3 MPa. The far end has responded although the void still follows (13).

**Corrections and real lines**

Curvature of the void surface leaves a tension $\sigma_b=2\gamma/R$ there, with surface energy $\gamma$ and radius $R$. If $\sigma_b$ is constant, $\sigma-\sigma_b$ obeys the original problem with initial value $\sigma_0-\sigma_b$. For a rough $\gamma=1.7$ J/m² and $R=100$ nm, $\sigma_b=34$ MPa and the volume falls by 13.6%. Entry resistance with $\ell=w$ lowers the 1000 h value by 1.3%. The elastic opening of the void at nucleation is not included. If about one width of metal unloads, this instant opening is of order $\sigma_0w/B$, or 2 nm. It is not a lasting addition to (13), because metal already unloaded releases no further volume.

Stress can also raise the diffusivity. Suppose it is $D\exp(\Omega\sigma/kT)$, with $D$ the zero-stress value and the activation volume taken as a full atomic volume. Writing $\sigma=\sigma_0u(\eta)$ with $\eta=x/\sqrt{\kappa t}$ turns the diffusion equation into

$$-\frac\eta2u'=\left(e^{\alpha u}u'\right)',\qquad \alpha=\frac{\Omega\sigma_0}{kT}=0.452, \tag{18}$$

with $u(0)=0$ and $u(\infty)=1$. Time has disappeared, so the gradient at the void still varies as $t^{-1/2}$ and the volume as $t^{1/2}$. The numerical solution raises the prefactor by about 9%.

The receding void edge also preserves the power. Let it lie at $2\lambda\sqrt{\kappa t}$. The profile $\sigma_0[1-\operatorname{erfc}(x/2\sqrt{\kappa t})/\operatorname{erfc}\lambda]$ vanishes there. Equating the edge speed $\lambda\sqrt{\kappa/t}$ to $\kappa/B$ times the stress gradient at the edge gives

$$\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erfc}\lambda=\frac{\sigma_0}{B}. \tag{19}$$

For the example this alone lengthens the void by 0.5%. The finite strain neglected in linearizing (2) shortens it by 0.4%, so the two together change it by only about 0.1%.

These corrections are smaller than the uncertainty in the material data. The effective diffusivity of a real line depends on its interfaces and grain structure; a tenfold change in $D$, with the other inputs fixed, changes the early volume by a factor $\sqrt{10}\simeq3.2$, provided (13) holds for both values. In the example at 1000 h, a tenfold larger $D$ already brings in the far end, and the factor is 2.8. Real voids may also appear after a delay. If the tension has stayed uniform until then, $t$ must be counted from nucleation: a 500 h delay reduces the predicted void at 1000 h to 71% of its value. Variation of stress between grains and plastic flow are left out.

Lower temperature slows diffusion but raises thermal tension. Assume a stress-free temperature of 623 K, tension linear in temperature, and an activation energy of 0.9 eV, all rough choices, with $B$ fixed. At 378 K the tension is then 408 MPa and $\kappa=2.6\times10^{-15}$ cm²/s. Ten years give a void length of about 140 nm, close to the 1000 h result at 473 K. This correspondence is sensitive to the activation energy: lowering it by 0.1 eV, with $D$ at 473 K fixed, lengthens the ten-year void by about 36%. The estimate also uses the zero-stress diffusivity; the stress dependence in (18) would add about 20% at this higher tension and lower temperature. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
line length: 50 um
line width: 200 nm
line thickness: 300 nm
temperature: 473 K
initial tension: 250 MPa
effective modulus B: 30 GPa
atomic diffusivity D: 1.0e-14 cm2/s
atomic volume: 0.0118 nm3
thermal energy kT: 0.04076 eV
sigma0/B: 0.00833
stress diffusivity kappa: 5.421e-13 cm2/s
L^2/kappa: 12811 h
width^2/kappa: 0.205 h
sqrt(kappa t) at 1000 h: 13.97 um
final void length: 416.7 nm
void length in nm: time, root law, series, atom count
  10 h: 13.14, 13.14, 13.07
  100 h: 41.54, 41.54, 41.36
  1000 h: 131.36, 131.36, 130.81
  10000 h: 415.39, 367.45, 365.92
  100000 h: 1313.57, 416.67, 414.94
void volume at 1000 h, root law: 0.00788 um3
growth exponents between these times (atom count): 0.5002, 0.5000, 0.4467, 0.0546
stress at 10 um, 1000 h, erf profile: 96.8 MPa
same stress, atom count: 96.6 MPa
stress in last cell, 1000 h (erf, with reflection, atom count): 247.1, 244.3, 244.3 MPa
root law 1% too high at kappa t/L^2: 0.3188
root law 1% too high at: 4084 h
fraction of final volume then: 0.6308
void length equals line width at: 2318 h
void length ratio for 4 times B, 100 h: 0.5016
surface energy (rough): 1.7 J/m2
void-surface tension, r = width/2: 34.0 MPa
volume change from it: -13.6 %
entry resistance, l = width, at 1000 h: -1.26 %
first growth exponent, l = 20 um, 10-100 h: 0.955
instant elastic opening, order: 1.67 nm
receding void edge: +0.53 %
Omega sigma0/(kT): 0.4517
stress-dependent D, volume factor: 1.0885
stress-dependent D, growth exponent: 0.5000
vacancy formation energy (rough): 1.3 eV
vacancy/elastic storage ratio: 1.2e-12
activation energy (rough): 0.9 eV
stress-free temperature (rough): 623 K
temperature of use: 378 K
tension at use: 408 MPa
kappa at use: 2.64e-15 cm2/s
void length after 10 years of use: 140 nm
```
